# Critical thickness of Si0.8Ge0.2 on Si(001): choosing the right root

## Problem

A film of Si$_{0.8}$Ge$_{0.2}$ grows coherently on a thick Si(001) substrate. Find the thickness $h_c$ at which a threading dislocation can begin to lay down a 60-degree misfit dislocation at the interface. Use isotropic elasticity and the Matthews-Blakeslee condition with logarithmic factor $\ln(h/b)+1$:

$$
h=\frac{b(1-\nu\cos^2\beta)}{8\pi f(1+\nu)\cos\lambda}\left[\ln\frac hb+1\right]. \tag{1}
$$

Here $b$ is the Burgers length, $\nu$ is Poisson's ratio and $f=(a_{\rm film}-a_{\rm Si})/a_{\rm film}$ is the compressive misfit. The angle $\beta$ lies between the Burgers vector and the misfit line; $\lambda$ lies between the Burgers vector and the in-plane normal to that line. For this dislocation $\cos\beta=\cos\lambda=1/2$.

Rough typical inputs are $a_{\rm Si}=0.543$ nm, a Ge-Si mismatch of 4.2% relative to Si, and $\nu=0.28$. Linear interpolation gives

$$
a_{\rm film}=0.543(1+0.2\times0.042)=0.5476\ \text{nm},\qquad f=0.00833,
$$

and $b=a_{\rm Si}/\sqrt2=0.384$ nm.

## A tempting solution

Put $X=h/b$. Equation (1) becomes

$$
X=A(\ln X+1),\qquad
A=\frac{1-0.28/4}{8\pi(0.00833)(1.28)(0.5)}=6.94. \tag{2}
$$

A growing film starts thin, so it seems natural to seek the first thickness at which the forces balance. Solving (2) for the $X$ inside the logarithm gives the iteration

$$
X_{\rm new}=e^{X/A-1}.
$$

Starting from a film one Burgers length thick, $X=1$, the values are 0.42, 0.391 and 0.389. They settle quickly, and the proposed answer is $h_c=0.389\,b=0.15$ nm. Every thicker film would then be able to relax.

## Where it fails

The number does satisfy (2). The fault lies in treating any balance as the onset of relaxation. Onset requires the film's pull to overtake the line tension as $h$ increases. Apart from a positive factor, pull minus tension is

$$
D(X)=X-A(\ln X+1),\qquad D'(X)=1-\frac AX,\qquad D''(X)=\frac A{X^2}>0 .
$$

The minimum is at $X=A$, where $D=-A\ln A$. This is negative for $A>1$, while $D$ is positive at both ends of the range $0<X<\infty$. There are therefore two roots, one on each side of $A$. At the smaller root $D$ falls through zero, so the tension overtakes the pull: the crossing has the wrong direction. Only at the larger root does the pull take over.

The smaller root also lies outside continuum theory. The film there is thinner than one Burgers length, and for $X<1/e$ the assumed line energy is even negative.

The iteration selected this root for a definite reason. Its slope is $X/A$, which is less than one at the smaller root and greater than one at the larger. It is attracted to the first and repelled by the second.

## Why the balance has this form

The algebra below holds in any consistent units; the shear modulus $G$ will cancel. Film and substrate are given the same elastic constants.

**Geometry.** The glide plane $(111)$ meets the interface along $\mathbf t=(1,-1,0)/\sqrt2$. Take $\mathbf b=(a/2)(1,0,-1)$, with $a=a_{\rm Si}$. Its projection on $\mathbf t$ is $a/(2\sqrt2)=b/2$, and its projection on the in-plane normal $(1,1,0)/\sqrt2$ is also $b/2$. Hence both cosines are $1/2$.

**Film stress.** The in-plane strains are $-f$. Let $e_z$ be the normal strain and $\Lambda$ the first Lamé constant. The free surface requires

$$
0=\sigma_{zz}=\Lambda(-2f+e_z)+2Ge_z
\quad\Rightarrow\quad
e_z=\frac{2\Lambda f}{\Lambda+2G}=\frac{2\nu f}{1-\nu}.
$$

Subtracting $\sigma_{zz}=0$ from $\sigma_{xx}$ removes the $\Lambda$ term:

$$
\sigma_{xx}=2G(-f-e_z)=-2Gf\,\frac{1+\nu}{1-\nu}\equiv-\sigma .
$$

**Pull on the thread.** The Peach-Koehler force on an element $d\mathbf r$ is $(\boldsymbol\sigma\mathbf b)\times d\mathbf r$. The stress is uniform, so the sum depends only on the end points of the thread. These are separated by

$$
\Delta\mathbf r=\frac h2(-1,-1,2)+c\,\mathbf t ,
$$

which lies in $(111)$ and rises by $h$. The arbitrary $c\,\mathbf t$ gives no force along $\mathbf t$. Since $\boldsymbol\sigma\mathbf b=-\sigma(a/2)(1,0,0)$ and $(1,0,0)\times(-1,-1,2)=(0,-2,-1)$, the magnitude along $\mathbf t$ is

$$
F=\sigma\,\frac a2\,\frac h2\,\sqrt2=\frac{\sigma bh}{2}=\sigma bh\cos\lambda .
$$

The sign of $\mathbf b$ is chosen so that this force lengthens the misfit line. Only the component $b\cos\lambda$ relieves misfit.

**Line energy.** A dislocation borders a half-plane that has slipped by $\mathbf b$. Let $\mathbf N$ be the normal of that plane and $s$ the coordinate in it perpendicular to $\mathbf t$. The plastic distortion is $N_ib_j$ times a delta function on the plane and a step in $s$. The Fourier transform $\phi$ of the step and delta function has $|\phi|^2=1/q_s^2$.

For wavevector $q\boldsymbol\kappa$, with $\boldsymbol\kappa$ a unit vector normal to $\mathbf t$, let $\mathbf m$ be the unit vector normal to both. Write $\mathbf N=(\mathbf N\cdot\boldsymbol\kappa)\boldsymbol\kappa+(\mathbf N\cdot\mathbf m)\mathbf m$. The first part has the form of a displacement gradient and can be absorbed into the displacement amplitude, leaving the elastic distortion

$$
\kappa_iw_j-g\,m_ib_j,\qquad g=(\mathbf N\cdot\mathbf m)\phi .
$$

Because $\mathbf m$ and the $s$ axis are $\boldsymbol\kappa$ and $\mathbf N$ turned by a right angle, $|\mathbf N\cdot\mathbf m|=|q_s|/q$ and $|g|^2=1/q^2$. Define $(mn)_{jk}=m_iC_{ijkl}n_l$. Minimizing the elastic energy over $\mathbf w$ gives $(\kappa\kappa)\mathbf w=g(\kappa m)\mathbf b$. Inserting this leaves $\tfrac12|g|^2\,\mathbf b\cdot M\mathbf b$, with

$$
M=(mm)-(m\kappa)(\kappa\kappa)^{-1}(\kappa m).
$$

With $d^2q=q\,dq\,d\omega$, the energy per length is

$$
E=\frac12\int\frac{q\,dq\,d\omega}{4\pi^2}\,\frac{\mathbf b\cdot M\mathbf b}{q^2}
=\frac{1}{8\pi^2}\int_0^{2\pi}d\omega\;\mathbf b\cdot M\mathbf b\;\ln\frac R{r_0}. \tag{3}
$$

The cutoffs are an outer size $R$ and a core size $r_0$; numerical factors between them and the limits of $q$ are absorbed in $r_0$.

For an isotropic solid, $(mn)_{jk}=\Lambda m_jn_k+Gn_jm_k+G\delta_{jk}\,\mathbf m\cdot\mathbf n$. The matrix $M$ is then diagonal. Along $\boldsymbol\kappa$ it is $G-G=0$, along $\mathbf t$ it is $G$, and along $\mathbf m$ it is

$$
\Lambda+2G-\frac{\Lambda^2}{\Lambda+2G}
=\frac{4G(\Lambda+G)}{\Lambda+2G}=\frac{2G}{1-\nu},
$$

where $\Lambda=2G\nu/(1-2\nu)$ was used. The edge component $b\sin\beta$ has mean squared projection $b^2\sin^2\beta/2$ on $\mathbf m$; the screw component is $b\cos\beta$. Thus

$$
E=\frac{Gb^2}{4\pi}\left[\frac{\sin^2\beta}{1-\nu}+\cos^2\beta\right]\ln\frac R{r_0}
=K\ln\frac R{r_0},\qquad
K=\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)} .
$$

**Free surface.** Elasticity has no length of its own, so the energy outside the core depends only on $h/r_0$. Shrinking a small core from $r_0$ to $r_0'$ adds $K\ln(r_0/r_0')$. Hence $E=K\ln(h/r_0)$ plus a constant independent of $h$. The prescribed factor $\ln(h/b)+1$ is a choice of that constant, including the core energy.

Lengthening the line by $d\ell$ costs $E\,d\ell$, so $E$ is the opposing force. The balance is

$$
\frac{2G(1+\nu)f}{1-\nu}\,bh\cos\lambda
=\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}\left[\ln\frac hb+1\right].
$$

Cancelling $Gb/(1-\nu)$ and dividing by $2(1+\nu)f\cos\lambda$ gives (1).

## The right solution

Iterate in the other direction:

$$
h_{\rm new}=Ab\left[\ln\frac hb+1\right],\qquad Ab=2.665\ \text{nm}.
$$

The slope is now $A/X$, equal to 0.226 at the larger root and 17.8 at the smaller. From 10 nm the values are 11.35, 11.69, 11.77 and 11.79 nm. Therefore

$$
\boxed{h_c\simeq11.8\ \text{nm}=118\ \text{Å}},\qquad X=30.7 .
$$

The chosen root also has a closed form. Equation (2) gives $X=e^{X/A-1}$, or

$$
\left(-\frac XA\right)e^{-X/A}=-\frac1{Ae}
\quad\Rightarrow\quad X=-A\,W_{-1}\!\left(-\frac1{Ae}\right).
$$

The branch $W_{-1}$ of the Lambert function is required because $X/A>1$ at the larger root.

The forces can be checked directly. The rough cubic constants $C_{11},C_{12},C_{44}=158,61,77$ GPa give the choice $G=(C_{11}-C_{12})/2=48.5$ GPa. The film stress is then 1.44 GPa, or 8.97 eV/nm$^3$, and $K=4.59$ eV/nm. At $h_c$,

$$
F=8.97(0.384)(11.79)(0.5)\simeq20.3\ \text{eV/nm},\qquad
E=4.59(4.42)\simeq20.3\ \text{eV/nm}.
$$

## Sensitivity and limits

Differentiating (2) gives $d\ln X\,(1-A/X)=d\ln A$. At fixed $b$, $\nu$ and angles, $A\propto1/f$, so

$$
\frac{d\ln h_c}{d\ln f}=-\frac1{1-A/X}=-1.29 .
$$

The thickness falls faster than $1/f$ because the logarithm falls too. As $f$ rises, the two roots approach each other and meet at $A=1$, $X=1$. For these parameters that needs $f\simeq0.058$, which no SiGe film on Si reaches: even pure Ge has only $f\simeq0.040$. The continuum model has lost its meaning by then, since the film is only one Burgers length thick.

The calculation concerns the first, isolated misfit line. Removing all the misfit strain along one in-plane direction would need a parallel set of lines with spacing $b\cos\lambda/f=23$ nm; the perpendicular direction would need a second set. Interactions between lines would then enter.

## The real film

The inputs are rough values for a Si-rich alloy, and the model omits effects larger than the last digit of 11.8 nm. The largest of the material corrections evaluated here is cubic anisotropy. The chosen $G$ already matches the biaxial stiffness closely, but (3) with the cubic constants raises $K$ to 5.64 eV/nm and $h_c$ to 15.4 nm. This uses the alloy constants on both sides of the interface; taking the stiffer Si constants for the line energy instead would give about 16.3 nm. Bowing of the lattice constant, with a rough parameter of 0.0027 nm, lowers $f$ to 0.00755 and alone gives 13.4 nm. Thermal misfit at 820 K, from a rough Ge-Si expansion difference of $3.5\times10^{-6}$ K$^{-1}$ scaled by the Ge fraction and taken from 300 K, alone gives 11.2 nm. All three together give 16.5 nm. The logarithmic constant matters as well: in the isotropic model, $\ln(h/b)$ gives 8.1 nm and $\ln(4h/b)$ gives 13.1 nm. A surface step charged with 2.4 eV/nm, its vertical height times a rough surface energy of 9 eV/nm$^2$, gives 13.6 nm. This charge is a generous upper estimate, since reconstructed steps on Si(001) cost less; a charge of 0.13 eV/nm would give 11.9 nm.

Real growth can also depart from equilibrium. Strained SiGe films can be grown beyond their equilibrium thickness at low temperature, because dislocations must first form and then move. For a semicircular half-loop of radius $r$, a rough energy is

$$
U(r)=\pi r\bar K\left[\ln\frac rb+1\right]-\frac{\pi r^2}{2}\,\tau b,\qquad \tau=\frac{\sigma}{\sqrt6},
$$

where $\bar K$ is $K$ with $\cos^2\beta$ replaced by its mean, $1/2$. The resolved shear stress $\tau$ follows from projecting the film stress on the glide plane and slip direction. The maximum is about 450 eV at $r\simeq18$ nm, against a thermal energy of 0.07 eV at 820 K. The loop then reaches about 14 nm below the surface, so the estimate applies to films at least that thick, somewhat beyond $h_c$. The barrier depends strongly on the constant beside the logarithm, which for a curved line contains the loop geometry and the free surface as well as the core energy, and need not equal the value for the straight line. Half of a full circular loop in an infinite medium, with a core that gives $\ln(h/b)+1$ for a straight screw below the surface, has a constant near 0.4 and a barrier near 310 eV; a constant of 0 gives about 240 eV. All of these values are far beyond thermal reach. In this estimate a perfect film cannot supply its own dislocations, so existing threads or defects must do so. Glide is also thermally activated: with a rough barrier of 2.2 eV, and with stress and prefactor held fixed, it is about $10^4$ times faster at 1170 K than at 820 K. A film that stays strained during growth may therefore relax in a later anneal. As a design limit, $h_c$ marks where this model first permits an existing thread to extend; it does not predict how much relaxation a given process will produce. The main values are in the numerical output below.

## Numbers as computed

```
Si lattice constant (rough): 0.543 nm
Ge-Si mismatch (rough): 4.2 %
Ge fraction: 0.20
film lattice constant: 0.54756 nm
misfit strain f: 0.00833
Burgers length b: 0.3840 nm
cos beta, cos lambda: 0.500, 0.500
Poisson ratio (rough): 0.28
C11, C12, C44 (rough): 158, 61, 77 GPa
matched shear modulus G: 48.5 GPa
film stress: 1.436 GPa
film stress: 8.966 eV/nm^3
dimensionless A: 6.9409
length A*b: 2.6650 nm
iterate 0: 10.0000 nm
iterate 1: 11.3525 nm
iterate 2: 11.6906 nm
iterate 3: 11.7688 nm
iterate 4: 11.7865 nm
iterate 5: 11.7905 nm
iterate 6: 11.7915 nm
larger root h/b: 30.711
critical thickness: 11.792 nm = 117.9 angstrom
smaller root: h/b = 0.3891, h = 0.1494 nm
map slope at larger, smaller root: 0.226, 17.84
log factor at h_c: 4.4246
line coefficient K: 4.587 eV/nm
pull at h_c: 20.296 eV/nm
line tension at h_c: 20.296 eV/nm
d ln h_c / d ln f: -1.292
screw area integral, core/h = 0.01: 5.2983
screw image formula ln(2h/core): 5.2983
full-relaxation line spacing: 23.0 nm
cubic line coefficient: 5.637 eV/nm
h_c with cubic anisotropy: 15.42 nm
bowing parameter (rough): 0.0027 nm
misfit with bowing: 0.00755
h_c with bowing: 13.39 nm
growth temperature: 820 K
expansion difference (rough): 3.5e-06 1/K
added thermal misfit: 0.000364
h_c with thermal misfit: 11.16 nm
h_c, cubic + bowing + thermal: 16.46 nm
h_c with factor ln(h/b): 8.14 nm
h_c with factor ln(4h/b): 13.10 nm
surface energy scale (rough): 9.0 eV/nm^2
generous step energy: 2.44 eV/nm
h_c with that step cost: 13.59 nm
half-loop radius at barrier: 17.6 nm
half-loop depth below surface: 14.4 nm
half-loop barrier (rough): 448 eV
thermal energy at growth: 0.0707 eV
glide activation energy (rough): 2.2 eV
anneal temperature: 1170 K
glide rate ratio, anneal/growth: 1.11e+04
```
